# A gate insulator as a Robin boundary condition: the lateral error: a program that tests the result

```python
# Result under test: an insulator of thickness t on an equipotential gate has,
# for an interface potential cos(k x), the capacitance per area
#   C(k) = eps_i k coth(k t) = C0 F(k t),  C0 = eps_i/t,  F(z) = z coth z,
# whereas a Robin boundary condition uses C0 for every k.
# Symbols: eps_i, eps_s relative permittivities of insulator and film,
# d film thickness, kappa decay constant of a potential exp(-kappa x).
# Internal units: lengths in nm, capacitance per area in eps0/nm.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import spsolve

q_e, eps0 = const.e, const.epsilon_0
t, d, eps_i, eps_s = 100.0, 40.0, 3.9, 10.0
temperature = 300.0
v_thermal = const.k * temperature / q_e
C0 = eps_i / t
to_nF = eps0 * 1e9 * 1e5          # eps0/nm -> nF/cm^2


def F(z):
    z = np.maximum(np.abs(z), 1e-9)
    return z / np.tanh(z)


def film(k, s=0.0):
    """Film capacitance, no flux through top; s = linear screening in 1/nm^2."""
    q = np.sqrt(k**2 + s / eps_s)
    return eps_s * q * np.tanh(q * d)


def matrices(layers, h):
    """Finite volumes in y: stiffness K, lateral weight M, screening S.
    layers = [(thickness, permittivity, screening), ...] from the bottom up."""
    eps = np.concatenate([np.full(round(a / h), b) for a, b, c in layers])
    scr = np.concatenate([np.full(round(a / h), c) for a, b, c in layers])
    n = len(eps)
    K, M, S = np.zeros((n + 1, n + 1)), np.zeros(n + 1), np.zeros(n + 1)
    for j in range(n):
        K[j:j+2, j:j+2] += eps[j] / h * np.array([[1, -1], [-1, 1]])
        M[j:j+2] += eps[j] * h / 2
        S[j:j+2] += scr[j] * h / 2
    return K, M, S


def grid_admittance(layers, k, h, height):
    """Sheet charge / potential at given height, bottom face grounded."""
    K, M, S = matrices(layers, h)
    A = (K + np.diag(k**2 * M + S))[1:, 1:]
    node = round(height / h) - 1
    rhs = np.zeros(len(A))
    rhs[node] = 1.0
    return 1.0 / np.linalg.solve(A, rhs)[node]


def solve_2d(K, M, charge, node, dx):
    """Poisson equation, periodic in x, sheet charge on one row of nodes."""
    nx = len(charge)
    lat = diags([2.0, -1.0, -1.0, -1.0, -1.0],
                [0, 1, -1, nx - 1, 1 - nx], shape=(nx, nx)) / dx**2
    A = kron(csc_matrix(K), identity(nx)) + kron(diags(M), lat)
    rhs = np.zeros((len(M), nx))
    rhs[node] = charge
    return spsolve(csc_matrix(A), rhs.ravel()).reshape(len(M), nx)


period, stripe_width = 1000.0, 50.0


def charge_stripe(nx):
    x = (np.arange(nx) - nx // 2) * period / nx
    return np.exp(-x**2 / (2 * stripe_width**2))


def insulator_on_grid(nx, h):
    """Charge on the interface and on the gate per interface potential."""
    charge = charge_stripe(nx)
    K, M, S = matrices([(t, eps_i, 0.0)], h)
    phi = solve_2d(K[1:, 1:], M[1:], charge, -1, period / nx)
    face = np.fft.rfft(phi[-1])[:9]
    return ((np.fft.rfft(charge)[:9] / face).real,
            (np.fft.rfft(eps_i * phi[0] / h)[:9] / face).real)


# ---- two-dimensional test of C(k) and of the charge induced on the gate
C_coarse, gate_coarse = insulator_on_grid(256, 2.5)
C_grid, gate_grid = insulator_on_grid(512, 1.25)
for m in (1, 2, 4, 8):
    k = 2 * np.pi * m / period
    gate_formula = eps_i * k / np.sinh(k * t)
    assert abs(C_grid[m] / (C0 * F(k * t)) - 1) < 5e-3
    assert abs(gate_grid[m] / gate_formula - 1) < 8e-3
    assert gate_grid[m] < C0 < C_grid[m]
# at the shortest wavelength, halving both spacings must quarter the error
kt_short = k * t
gate_error_coarse = gate_coarse[8] / gate_formula - 1
gate_error_fine = gate_grid[8] / gate_formula - 1
assert 3.5 < gate_error_coarse / gate_error_fine < 4.5

# ---- stripe of charge under a film: full stack, Robin, improved condition
nx, h = 256, 2.5
dx = period / nx
stripe = charge_stripe(nx)
k_modes = 2 * np.pi * np.fft.rfftfreq(nx, dx)
K, M, S = matrices([(t, eps_i, 0.0), (d, eps_s, 0.0)], h)
row = round(t / h) - 1
full = solve_2d(K[1:, 1:], M[1:], stripe, row, dx)[row]
K, M, S = matrices([(d, eps_s, 0.0)], h)
K[0, 0] += C0
robin = solve_2d(K, M, stripe, 0, dx)[0]
M[0] += C0 * t**2 / 3
improved = solve_2d(K, M, stripe, 0, dx)[0]
for result, cap in ((full, C0 * F(k_modes * t)), (robin, C0),
                    (improved, C0 * (1 + (k_modes * t)**2 / 3))):
    formula = np.fft.irfft(np.fft.rfft(stripe) / (cap + film(k_modes)), nx)
    assert np.max(np.abs(result - formula)) < 4e-3 * np.max(formula)
peak_full, peak_robin, peak_improved = full.max(), robin.max(), improved.max()
assert abs(peak_improved - peak_full) < abs(peak_robin - peak_full)

# ---- energy, bounds and series
k1 = 2 * np.pi / period
z1 = k1 * t
vertical = t * quad(lambda y: (k1 * np.cosh(k1*y) / np.sinh(z1))**2, 0, t)[0]
lateral = t * quad(lambda y: (k1 * np.sinh(k1*y) / np.sinh(z1))**2, 0, t)[0]
trial = t * quad(lambda y: 1 / t**2 + (k1 * y / t)**2, 0, t)[0]
assert abs(vertical + lateral - F(z1)) < 1e-9
assert abs(trial - (1 + z1**2 / 3)) < 1e-9
assert 1 < vertical < F(z1) < trial
zs = np.logspace(-2, 1, 200)
assert np.all(F(zs) > 1) and np.all(F(zs) < 1 + zs**2 / 3)
mp.mp.dps = 40
small = mp.mpf("0.001")
quartic = (small * mp.coth(small) - 1 - small**2 / 3) / small**4
assert abs(quartic + mp.mpf(1) / 45) < 1e-6

# ---- decay from a contact: diagonalization against the mode conditions
kap_true = brentq(lambda c: eps_i / np.tan(c*t) - eps_s * np.tan(c*d), 1e-4, 0.031)
kap_robin = brentq(lambda c: C0 - eps_s * c * np.tan(c * d), 1e-4, 0.039)
K, M, S = matrices([(t, eps_i, 0.0), (d, eps_s, 0.0)], 1.0)
eig_true = eigh(K[1:, 1:], np.diag(M[1:]), eigvals_only=True)[0]
K, M, S = matrices([(d, eps_s, 0.0)], 1.0)
K[0, 0] += C0
eig_robin = eigh(K, np.diag(M), eigvals_only=True)[0]
assert abs(np.sqrt(eig_true) / kap_true - 1) < 1e-3
assert abs(np.sqrt(eig_robin) / kap_robin - 1) < 1e-3
factor_decay = kap_true * t / np.tan(kap_true * t)
assert factor_decay < 1 and kap_true < kap_robin

# ---- example: harmonic interface charge, and neglected screening
amplitude = 5e9                                  # elementary charges per cm^2
mV = 1e3 * q_e * amplitude * 1e4 * 1e-9 / eps0   # potential = mV / capacitance
C1 = C0 * F(z1)
phi_true, phi_robin = mV / (C1 + film(k1)), mV / (C0 + film(k1))
density_error = np.exp((phi_robin - phi_true) * 1e-3 / v_thermal) - 1


def screening(per_volt_cm3):
    return q_e * per_volt_cm3 * 1e6 / eps0 * 1e-18


trap_density = 1e17                              # states per cm^3 and eV, rough
n_off = 1e9                                      # electrons per cm^2
n_on = C0 * to_nF * 1e-9 * 1.0 / q_e             # 1 V above threshold
d_cm = d * 1e-7
th = np.tanh(k1 * d)
cases = {
    "bare film": (film(k1), 0.0, 0.0),
    "air above film": (eps_s * k1 * (eps_s*th + 1) / (eps_s + th), 0.0, 1000.0),
}
for name, dens in (("subgap states", trap_density),
                   ("electrons, off", n_off / d_cm / v_thermal),
                   ("electrons, 1 V on", n_on / d_cm / v_thermal)):
    s = screening(dens)
    cases[name] = (film(k1, s), s, 0.0)
for name, (cs, s, air) in cases.items():
    stack = [(t, eps_i, 0.0), (d, eps_s, s)] + ([(air, 1.0, 0.0)] if air else [])
    assert abs(grid_admittance(stack, k1, 1.0, t) / (C1 + cs) - 1) < 2e-3, name

# ---- doped-silicon gate: field penetration acts as extra thickness
gate_length, eps_gate = 2.0, 11.7                # rough values
extra = gate_length * eps_i / eps_gate
C_gate = grid_admittance([(20.0, eps_gate, eps_gate / gate_length**2),
                          (t, eps_i, 0.0)], k1, 0.5, 20.0 + t)
assert abs(C_gate / (eps_i * k1 / np.tanh(k1 * (t + extra))) - 1) < 5e-4

# ---- oxide field and tunnelling exponent (triangular barrier)
gate_bias, barrier, mass = 10.0, 3.0, 0.5        # V, eV, electron masses; rough
field = gate_bias / (t * 1e-9)
m_ox = mass * const.m_e
wkb = 4 * np.sqrt(2 * m_ox) * (barrier*q_e)**1.5 / (3 * const.hbar * q_e * field)
width = barrier / field
wkb_quad = quad(lambda u: 2 * width * np.sqrt(2 * m_ox * barrier * q_e * (1 - u))
                / const.hbar, 0, 1)[0]
assert abs(wkb_quad / wkb - 1) < 1e-6 and width < t * 1e-9

# ---- printed numbers
print(f"insulator: t = {t:.0f} nm, relative permittivity {eps_i}")
print(f"film: d = {d:.0f} nm, relative permittivity {eps_s:.0f}")
print(f"temperature {temperature:.0f} K, thermal voltage {v_thermal*1e3:.2f} mV")
print(f"Robin capacitance C0 = {C0*to_nF:.2f} nF/cm^2")
print(f"period {period:.0f} nm: k = {k1:.6f} 1/nm, kt = {z1:.4f}")
print(f"factor F = {F(z1):.4f}, grid value {C_grid[1]/C0:.4f}")
print(f"true capacitance C(k) = {C1*to_nF:.2f} nF/cm^2")
print(f"gate-side charge / Robin value = {z1/np.sinh(z1):.4f}, "
      f"grid {gate_grid[1]/C0:.4f}")
print(f"grid error of gate-side charge at kt = {kt_short:.2f}: coarse "
      f"{100*gate_error_coarse:.2f} %, fine {100*gate_error_fine:.2f} %")
print(f"energy parts of F: vertical {vertical:.4f}, lateral {lateral:.4f}")
print(f"upper bound 1+(kt)^2/3 = {trial:.4f}")
print(f"quartic series coefficient = {float(quartic):.6f}")
print(f"film capacitance = {film(k1)*to_nF:.2f} nF/cm^2")
print(f"interface charge amplitude = {amplitude:.1e} e/cm^2")
print(f"potential amplitude: true {phi_true:.2f} mV, Robin {phi_robin:.2f} mV")
print(f"Robin overestimate of potential = {100*(phi_robin/phi_true-1):.2f} %")
print(f"Robin error of electron density at crest = {100*density_error:.2f} %")
print("wavelength nm | kt | F | C(k) nF/cm^2 | Robin potential error %")
for wave in (4000.0, 2000.0, 1000.0, 500.0, 200.0):
    k = 2 * np.pi / wave
    error = (C0 * F(k * t) + film(k)) / (C0 + film(k)) - 1
    print(f"{wave:.0f} | {k*t:.4f} | {F(k*t):.4f} | {C0*F(k*t)*to_nF:.2f}"
          f" | {100*error:.2f}")
for excess in (0.01, 0.10):
    z = brentq(lambda a: F(a) - 1 - excess, 1e-3, 5)
    print(f"F-1 = {100*excess:.0f} % at kt = {z:.4f}, wavelength = "
          f"{2*np.pi/z:.2f} t = {2*np.pi/z*t:.0f} nm")
print(f"stripes: rms width {stripe_width:.0f} nm, period {period:.0f} nm, "
      f"peak charge {amplitude:.1e} e/cm^2")
print(f"stripe peak potential: full {mV*peak_full:.3f} mV, Robin "
      f"{mV*peak_robin:.3f} mV, improved {mV*peak_improved:.3f} mV")
print(f"stripe peak error: Robin {100*(peak_robin/peak_full-1):.2f} %, "
      f"improved {100*(peak_improved/peak_full-1):.2f} %")
print(f"contact decay length: true {1/kap_true:.2f} nm, Robin {1/kap_robin:.2f} nm")
print(f"factor kappa t cot(kappa t) at true decay = {factor_decay:.4f}")
print(f"subgap states {trap_density:.1e} /cm^3/eV; electrons off {n_off:.1e}, "
      f"1 V on {n_on:.2e} /cm^2")
print("case | film capacitance nF/cm^2 | true amplitude mV | Robin error %")
for name, (cs, s, air) in cases.items():
    print(f"{name} | {cs*to_nF:.2f} | {mV/(C1+cs):.3f} | "
          f"{100*((C1+cs)/(C0+cs)-1):.2f}")
print(f"doped gate: screening length {gate_length:.1f} nm, permittivity {eps_gate}, "
      f"extra thickness {extra:.2f} nm")
print(f"doped gate: change of C(k) = {100*(C_gate/C1-1):.2f} %")
print(f"oxide field at {gate_bias:.0f} V = {field*1e-8:.2f} MV/cm")
print(f"tunnelling: barrier {barrier:.1f} eV, mass {mass}, exponent {wkb:.0f}")
print("all good")
```

It prints:

```
insulator: t = 100 nm, relative permittivity 3.9
film: d = 40 nm, relative permittivity 10
temperature 300 K, thermal voltage 25.85 mV
Robin capacitance C0 = 34.53 nF/cm^2
period 1000 nm: k = 0.006283 1/nm, kt = 0.6283
factor F = 1.1283, grid value 1.1283
true capacitance C(k) = 38.96 nF/cm^2
gate-side charge / Robin value = 0.9371, grid 0.9371
grid error of gate-side charge at kt = 5.03: coarse 1.18 %, fine 0.29 %
energy parts of F: vertical 1.0032, lateral 0.1250
upper bound 1+(kt)^2/3 = 1.1316
quartic series coefficient = -0.022222
film capacitance = 13.69 nF/cm^2
interface charge amplitude = 5.0e+09 e/cm^2
potential amplitude: true 15.21 mV, Robin 16.61 mV
Robin overestimate of potential = 9.18 %
Robin error of electron density at crest = 5.55 %
wavelength nm | kt | F | C(k) nF/cm^2 | Robin potential error %
4000 | 0.1571 | 1.0082 | 34.81 | 0.80
2000 | 0.3142 | 1.0327 | 35.66 | 2.97
1000 | 0.6283 | 1.1283 | 38.96 | 9.18
500 | 1.2566 | 1.4782 | 51.04 | 19.16
200 | 3.1416 | 3.1533 | 108.89 | 27.44
F-1 = 1 % at kt = 0.1734, wavelength = 36.24 t = 3624 nm
F-1 = 10 % at kt = 0.5532, wavelength = 11.36 t = 1136 nm
stripes: rms width 50 nm, period 1000 nm, peak charge 5.0e+09 e/cm^2
stripe peak potential: full 9.539 mV, Robin 10.534 mV, improved 9.413 mV
stripe peak error: Robin 10.43 %, improved -1.32 %
contact decay length: true 119.01 nm, Robin 103.90 nm
factor kappa t cot(kappa t) at true decay = 0.7528
subgap states 1.0e+17 /cm^3/eV; electrons off 1.0e+09, 1 V on 2.16e+11 /cm^2
case | film capacitance nF/cm^2 | true amplitude mV | Robin error %
bare film | 13.69 | 15.214 | 9.18
air above film | 18.80 | 13.870 | 8.31
subgap states | 70.02 | 7.350 | 4.24
electrons, off | 19.59 | 13.683 | 8.18
electrons, 1 V on | 538.82 | 1.386 | 0.77
doped gate: screening length 2.0 nm, permittivity 11.7, extra thickness 0.67 nm
doped gate: change of C(k) = -0.51 %
oxide field at 10 V = 1.00 MV/cm
tunnelling: barrier 3.0 eV, mass 0.5, exponent 251
all good
```
